Born lowering of the ionization energy of a neutral spherical solute

**1. The decision that depends on the result**

Suppose the ionization energy of a neutral molecule in the gas phase is known, and the value in a resist film or a solvent is wanted. A continuum calculation then needs a permittivity, and the medium offers at least two: an optical one, for electrons that respond while the nuclei stand still, and a static one, for a medium that has fully relaxed. For the photoemission spectrum of a spherical neutral solute the optical value is needed; for the energy of forming a relaxed cation, the static one. In the example below, the wrong choice shifts the ionization energy by 0.04 hartree.

The result to be derived is

I_medium = I_gas − e²(1 − 1/ε)/(8πε₀R).

Here R is the cavity radius and ε the relative permittivity suited to the process. In Hartree atomic units, where e = 1 and 4πε₀ = 1, the lowering is

Δ(ε) = (1 − 1/ε)/(2R).

**2. The model**

The solute occupies a sphere of radius R in which the permittivity is 1. Outside is a linear, isotropic and local dielectric, large enough to be treated as infinite around the solute. The charge density of the solute, nuclei and electrons together, is spherically symmetric and lies wholly inside the sphere, both before and after ionization. The medium responds to the mean charge density of the solute. The removed electron ends at rest in vacuum, far from the solute and the medium.

The model keeps the electrostatic polarization of the medium. It leaves out changes in dispersion and short-range repulsion, changes in the cavity radius, and any dipole layer at the surface that the electron must cross.

**3. The energy cycle**

Let W be the electrostatic free energy of moving a species from vacuum into the cavity. The neutral solute in the medium has energy E_neutral + W_neutral, and the cation has E_cation + W_ion. The free electron at rest in vacuum has zero energy in both environments. Therefore

I_medium = (E_cation + W_ion) − (E_neutral + W_neutral)
= I_gas + W_ion − W_neutral.

A negative W_ion lowers the ionization energy, and a negative W_neutral raises it. Two solvation energies remain to be found.

**4. The reaction potential in the cavity**

Let q(r) be the solute charge inside radius r. Since the density is confined, q(r) = Q for r ≥ R. Gauss's law for the displacement field gives, outside the cavity,

D(r) = Q/r², E(r) = D/ε = Q/(εr²).

Integrating the field inward from infinity gives the potential at the boundary:

φ(R) = ∫_R^∞ Q/(εr²) dr = Q/(εR).

Inside, the permittivity is 1, so for r < R

φ(r) = Q/(εR) + ∫_r^R q(s)/s² ds.

The same solute in vacuum has the potential

φ_vac(r) = Q/R + ∫_r^R q(s)/s² ds.

The integrals are identical and cancel in the difference, which is the potential due to the polarized medium:

φ_reac = φ(r) − φ_vac(r) = −(1 − 1/ε)Q/R.

This reaction potential does not depend on r. A constant potential shifts the energy of a fixed number of electrons but exerts no force on them, so within this model the spherical gas-phase density of the ion remains a self-consistent solution in the medium. The radial shape of that density has also dropped out; the total charge and R are what matter.

**5. The charging work and its factor of one half**

Build up the charge density in proportion, so that at some stage a fraction t of it is present. The medium is linear, so the reaction potential is then tφ_reac. Adding a further fraction dt brings in charge Q dt and requires, beyond the work in vacuum, the work Q dt · tφ_reac. Hence

W = ∫₀¹ Qφ_reac t dt = ½Qφ_reac = −(1 − 1/ε)Q²/(2R).

The full interaction of the final charge with the final polarization is Qφ_reac, twice as large. The other half is a positive energy, the cost of polarizing the medium. For reversible charging at fixed temperature, W is a free energy.

**6. The lowering**

For the neutral, Q = 0. There is no field outside the cavity, nothing is polarized, and W_neutral = 0. For the cation, Q = 1 and W_ion = −(1 − 1/ε)/(2R). The cycle of part 3 gives

I_medium = I_gas − (1 − 1/ε)/(2R).

To return to SI units, the product of two charges e divided by a length acquires the factor e²/(4πε₀), which turns 1/(2R) into e²/(8πε₀R).

The lowering is a final-state effect: the neutral feels no reaction potential, and the whole shift comes from the medium's response to the hole. It vanishes for ε → 1. For ε → ∞ it tends to 1/(2R), so for a spherical charge centred in the cavity even a very polar medium cannot exceed this limit. It varies as 1/R, so a cavity radius 10% larger makes it about 9% smaller. The cavity radius is not a measured property of the molecule, and this sensitivity limits the accuracy of the model.

**7. Which permittivity**

Divide the polarization of the medium into a fast part P_f, carried by electrons, and a slow part P_s, carried by nuclear motion and molecular reorientation. Their susceptibilities χ_f and χ_s are defined by

ε_opt = 1 + 4πχ_f, ε_s = 1 + 4π(χ_f + χ_s).

In spherical symmetry all vectors are radial. The total field obeys div E = 4π(ρ − div P), with P = P_f + P_s, so div(E + 4πP) = 4πρ. It follows that E = D − 4πP, where D = Q/r² is fixed by the solute charge alone. The free energy per volume of the medium is taken as

f = (D − 4πP_f − 4πP_s)²/(8π) + P_f²/(2χ_f) + P_s²/(2χ_s).

The first term is the field energy; the others are the restoring energies of the two polarizations.

*Relaxed medium.* Setting the derivatives with respect to P_f and P_s to zero gives

−E + P_f/χ_f = 0, −E + P_s/χ_s = 0.

So P_f = χ_f E and P_s = χ_s E. Inserting these in E = D − 4πP gives E[1 + 4π(χ_f + χ_s)] = D, that is, E = D/ε_s. The minimum is

f = E²/(8π) + (χ_f + χ_s)E²/2 = ε_s E²/(8π) = D²/(8πε_s).

*Vertical ionization.* Around the neutral, D = 0 and the minimum lies at P_f = P_s = 0. Photoemission leaves the slow part no time to change, so P_s stays at zero while P_f adjusts to the hole. The same algebra without χ_s gives f = D²/(8πε_opt).

In either case the vacuum value D²/(8π) is subtracted and the result integrated over the medium:

W_ion = −(1 − 1/ε) ∫_R^∞ [1/(8πr⁴)] 4πr² dr
= −(1 − 1/ε) ∫_R^∞ dr/(2r²)
= −(1 − 1/ε)/(2R).

This agrees with the charging work and fixes the meaning of ε: it is ε_opt for vertical ionization and ε_s for ionization to the relaxed medium. The difference is the reorganization energy,

λ = Δ(ε_s) − Δ(ε_opt) = (1/ε_opt − 1/ε_s)/(2R).

The free energy falls by this amount when the slow polarization relaxes around the new cation.

At finite temperature P_s fluctuates about zero. For a given radial P_s, the field term contains D − 4πP_s in place of D, and minimizing over P_f gives

f = (D − 4πP_s)²/(8πε_opt) + P_s²/(2χ_s).

Subtracting the neutral's value, which has D = 0 and the same P_s, leaves

D²/(8πε_opt) − DP_s/ε_opt.

The second term is linear in P_s and averages to zero. These radial fluctuations therefore broaden the photoemission line without moving its mean, and the vertical formula refers to that mean. For classical fluctuations the standard deviation is √(2λkT), about 0.009 hartree at room temperature for λ = 0.04 hartree. Non-radial fluctuations put a field on the solute and shift the mean slightly when the neutral and the cation differ in polarizability.

**8. Other charge states**

The rule "vertical means ε_opt" relies on the slow polarization having zero mean before the event, as it has around a spherical neutral. Consider a spherical anion, Q = −1, that loses its electron and becomes neutral. Before the event the medium is relaxed around the anion, with W = −Δ(ε_s) and

P_s = χ_s D/ε_s = (ε_s − ε_opt)D/(4πε_s).

Afterwards the solute field is zero, but P_s is still there. With D = 0 in the last expression for f, and 1/(2χ_s) = 2π/(ε_s − ε_opt), the energy density left behind is

P_s²[2π/ε_opt + 2π/(ε_s − ε_opt)]
= 2πP_s² ε_s/[ε_opt(ε_s − ε_opt)]
= (1/ε_opt − 1/ε_s)D²/(8π).

Its integral is λ. The vertical detachment energy of the anion is thus raised by Δ(ε_s) + λ, whereas that of the neutral is lowered by Δ(ε_opt). The sign has changed, and both permittivities now enter.

Auger decay gives another case. A core hole with charge +1 decays to a state with two holes, charge +2. Assume that both states are spherical, that the fast polarization adjusts to each, and that the slow part is still at zero. Since W is proportional to Q², the kinetic energy of the Auger electron in vacuum is shifted by

W(1) − W(2) = (4 − 1)Δ(ε_opt) = 3Δ(ε_opt).

The shift is upward, because the doubly charged final state is stabilized four times as strongly as the singly charged initial state.

**9. A medium of finite size**

Place the solute at the centre of a droplet of radius L, with vacuum beyond. The displacement field of the cation is still 1/r², but the medium now fills only R < r < L. The integral of part 7 stops at L:

Δ_L = (1 − 1/ε) ∫_R^L dr/(2r²) = (1 − 1/ε)(1/R − 1/L)/2.

Relative to the infinite medium, the lowering is reduced by the fraction R/L. This fraction falls slowly, as 1/L, because the field of a charge has a long range: to come within 1% of the infinite result, the droplet radius must be at least 100R. For L → R the medium disappears and the lowering vanishes. A solute close to a flat film surface lacks this central symmetry and needs its own electrostatic solution.

**10. A neutral solute with a dipole moment**

Zero net charge does not by itself make W_neutral vanish. Let the neutral carry a fixed dipole moment μ at the centre of the cavity. With θ measured from the dipole axis, the potential has the form

inside: φ = (μ/r² + Ar) cos θ
outside: φ = B cos θ/r².

Continuity of φ at R gives

μ/R² + AR = B/R², so B = μ + AR³.

Continuity of the radial displacement, −ε∂φ/∂r, gives

2μ/R³ − A = 2εB/R³.

Multiplying by R³ and inserting B,

2μ − AR³ = 2εμ + 2εAR³,
A = −2(ε − 1)μ/[(2ε + 1)R³].

The reaction potential is Ar cos θ, whose interaction with the dipole is μA. Linear charging again supplies one half:

W_neutral = ½μA = −(ε − 1)μ²/[(2ε + 1)R³].

If the dipole vanishes on ionization and the cation is spherical, the cycle gives a relaxed lowering of Δ(ε_s) − |W_neutral|, with ε_s used in both terms. The medium had already stabilized the neutral, and that stabilization is lost. The vertical case is different, since the slow polarization would be frozen in the pattern set by the dipole; the formula of part 6 does not cover it.

**11. Worked example**

Take the round model parameters R = 5.0 bohr, ε_opt = 2.0, ε_s = 10.0 and I_gas = 0.30 hartree. The gas-phase value is used for both processes, so any change in the solute's own geometry is neglected.

For vertical ionization,

Δ(ε_opt) = (1 − 1/2)/(2 × 5) = 0.05 hartree = 1.36 eV,
I_vertical = 0.30 − 0.05 = 0.25 hartree.

For ionization to the relaxed medium,

Δ(ε_s) = (1 − 1/10)/(2 × 5) = 0.09 hartree = 2.45 eV,
I_relaxed = 0.30 − 0.09 = 0.21 hartree.

The reorganization energy is λ = 0.09 − 0.05 = 0.04 hartree. Using the static permittivity for a photoemission line would place it too low by this amount, which is 16% of the vertical ionization energy and 80% of the vertical lowering itself.

In the relaxed medium the reaction potential at the cation is −0.18 atomic units. The interaction with the polarization is therefore −0.18 hartree, the cost of creating the polarization is +0.09 hartree, and their sum is −0.09 hartree. In the terms of part 7, f − D²/(8π) = −DP + 2πP² plus the restoring energies. The cost therefore has two parts: the Coulomb repulsion of the bound charge with itself, (1 − 1/ε)²/(2R) = 0.081 hartree, and the restoring energies, (ε − 1)/(2ε²R) = 0.009 hartree. Omitting the cost would double the predicted lowering.

In a droplet of radius 20 bohr, R/L = 1/4, and the vertical lowering falls from 0.05 to 0.0375 hartree. A shell of medium three cavity radii thick thus supplies three quarters of the full effect.

A neutral with a dipole moment of 1 atomic unit has, in the relaxed medium,

W_neutral = −(9/21)/125 = −0.0034 hartree.

If this dipole is lost on ionization, the relaxed lowering is 0.0866 instead of 0.09 hartree, a reduction of about 4%. The correction grows as μ², so doubling the dipole moment makes it four times as large.

For the other charge states of part 8, the same parameters raise the vertical detachment energy of an anion by 0.09 + 0.04 = 0.13 hartree, and raise the Auger kinetic energy by 3 × 0.05 = 0.15 hartree.

The numerical output compares the formulas for the neutral solute with two independent calculations. One solves the Poisson equation for smooth charge densities, including a cation whose electron cloud differs in shape from that of the neutral. The other, applied only to a spherical solute in an infinite medium, minimizes the polarization free energy of part 7 directly. They agree with the formulas to the digits shown. This confirms the electrostatics within the model; it does not show that a real medium is a uniform dielectric right up to a sharp sphere.

**12. Where the result fails**

If part of the solute's charge lies outside R, q(r) still varies within the dielectric. For a spherical density the reaction potential is still constant inside the cavity, now equal to −(1 − 1/ε)∫_R^∞ q(s)/s² ds, but it varies outside, where the escaped charge lies. The neutral then polarizes the medium as well, and the shift depends on the shape of the density. A modest tail matters little: for Hartree–Fock beryllium with R = 5 bohr, 0.09 electron of the atom and 0.01 electron of the cation lie outside, and with frozen gas-phase densities the vertical lowering moves from 0.0500 to 0.0501 hartree. This is a concern for diffuse electron clouds and for cavities chosen too small; the divergence of the formula as R → 0 lies outside its range of use.

The assumption of a linear medium can also fail close to an ion. In the relaxed medium of the worked example, the field just outside the cavity is 1/(10 × 5²) = 0.004 atomic units, about 2 × 10⁹ V/m. For a molecular dipole of 0.7 atomic units, the product of dipole and field is 0.0028 hartree, about three times the thermal energy at room temperature. The alignment of such dipoles can then no longer be assumed proportional to the field, and the value found with ε_s is only an estimate. Letting the slow polarization saturate as a Langevin function of the field lowers it from 0.090 to about 0.089 hartree. In the vertical case the field at the boundary is five times larger, about 1 × 10¹⁰ V/m, and the linearity of the electronic response at that field is likewise an assumption.

If the medium has structure on the scale of R, such as a hydrogen bond to the solute, a local permittivity is a poor description of the nearest molecules. These can be included explicitly in the quantum calculation, with the continuum placed outside them. The Born term then applies with the larger radius of the whole cluster, provided that the cluster fills a nearly spherical cavity and its charge density is close to spherical about the centre both before and after ionization. A hole that sits off centre adds dipole and higher terms to the solvation energy of the cation.

Computed values

```
Cavity radius R: 5.0 bohr
Droplet radius L: 20.0 bohr
Optical permittivity: 2.0 (no unit)
Static permittivity: 10.0 (no unit)
Gas-phase ionization energy: 0.3000 hartree
Vertical lowering, formula: 0.05000 hartree
Vertical lowering, Poisson: 0.05000 hartree
Vertical lowering, minimization: 0.05000 hartree
Vertical lowering, SI formula: 1.361 eV
Relaxed lowering, formula: 0.09000 hartree
Relaxed lowering, Poisson: 0.09000 hartree
Relaxed lowering, minimization: 0.09000 hartree
Relaxed lowering, converted: 2.449 eV
Vertical ionization energy: 0.2500 hartree
Relaxed ionization energy: 0.2100 hartree
Reorganization energy, minimization: 0.04000 hartree
Reaction potential, static: -0.1800 atomic units
Interaction with polarization: -0.1800 hartree
Cost of polarization: 0.0900 hartree
Droplet vertical lowering, formula: 0.03750 hartree
Droplet vertical lowering, Poisson: 0.03750 hartree
Dipole moment of polar neutral: 1.0 atomic units
Dipole solvation energy, formula: -0.00343 hartree
Dipole solvation energy, Poisson: -0.00343 hartree
Relaxed lowering if dipole is lost: 0.08657 hartree
```
